# Weibull breakdown: characteristic lifetime and the 0.01 percent failure time

**Question.** A large set of nominally identical gate stacks is held at constant voltage and temperature. Each device fails at its first dielectric breakdown, at a random time $t$. Let $F(t)$ be the fraction that has failed by time $t$ and $S(t)=1-F(t)$ the fraction that survives. The hazard rate $h(t)$ is defined so that $h\,dt$ is the probability that a device still working at $t$ fails in the next interval $dt$. Suppose that

$$h(t)=\frac{\beta}{\eta}\left(\frac{t}{\eta}\right)^{\beta-1},\qquad \beta>0,\quad \eta>0 .$$

There is one failure population, and this law holds from the start of stress with the same $\beta$ at all failure levels considered. Take $\beta=1.5$ unless told otherwise.

## Part (a)

*Derive $F(t)$, and state what fraction of devices has failed at the characteristic lifetime $t=\eta$.*

**Answer.** In the interval $dt$ the surviving fraction falls by $hS\,dt$, so

$$\frac{dS}{dt}=-h(t)\,S(t),\qquad S(0)=1 .$$

Dividing by $S$ and integrating from zero, with $u=t'/\eta$, gives

$$\ln S(t)=-\int_0^t\frac{\beta}{\eta}\left(\frac{t'}{\eta}\right)^{\beta-1}dt'
=-\int_0^{t/\eta}\beta u^{\beta-1}\,du
=-\left(\frac{t}{\eta}\right)^{\beta}.$$

The lower limit contributes nothing because $\beta>0$. Hence

$$F(t)=1-\exp\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],$$

which is the two-parameter Weibull distribution. At $t=\eta$ the exponent is $-1$ for any $\beta$, so $F(\eta)=1-1/e$, or 63.21 percent.

The value of $\beta$ fixes how the hazard evolves. For $\beta=1$ it is constant: under the same stress, a surviving device has the same chance of failing in the next interval as a new one. For $\beta=1.5$ it grows as $t^{1/2}$, so survivors fail at an increasing rate. These are statements about failure statistics. A slope of one does not show that the dielectric is undamaged: in the model of part (f), defects accumulate with time for every slope.

## Part (b)

*Let $t_p$ be the time at which a fraction $p$ has failed. Find $R=\eta/t_p$, and evaluate it for 0.01 percent failures.*

**Answer.** Setting $F(t_p)=p$ gives

$$1-p=\exp\left[-\left(\frac{t_p}{\eta}\right)^{\beta}\right].$$

Take the logarithm and define the positive number $y=-\ln(1-p)$. Then $(t_p/\eta)^\beta=y$, so $t_p=\eta\,y^{1/\beta}$ and

$$R=\frac{\eta}{t_p}=y^{-1/\beta}=\left[-\ln(1-p)\right]^{-1/\beta}.$$

The scale $\eta$ has cancelled. The ratio depends on the slope and the failure level, and carries no information about the absolute lifetime.

For 0.01 percent, $p=0.01/100=10^{-4}$. The arithmetic is

$$y=1.00005\times10^{-4},\qquad \ln y=-9.21029,$$

$$\ln R=\frac{9.21029}{1.5}=6.14019,\qquad R=464.14 .$$

**The characteristic lifetime is about 464 times the time at which 0.01 percent of devices have failed.** Equivalently, $t_p=2.15\times10^{-3}\,\eta$: the first 0.01 percent are lost after about 0.2 percent of the characteristic lifetime. A numerical test that integrates the hazard and searches for the two times gives the same ratio.

Two limits show the role of the slope. For $\beta=1$, $R=1/y$, which is close to $10^4$. For $\beta\to\infty$ at fixed $p$, the exponent $-1/\beta$ tends to zero and $R\to1$: all devices then fail at nearly the same time. A steep distribution therefore has a small gap between early and typical failures.

## Part (c)

*Show how $R$ can be read from a plot of $W=\ln[-\ln(1-F)]$ against $\ln t$. Then find the leading relative error of the estimate $R\approx p^{-1/\beta}$.*

**Answer.** From part (a), $-\ln(1-F)=(t/\eta)^\beta$. A second logarithm gives

$$W=\beta\ln t-\beta\ln\eta .$$

This is a straight line of slope $\beta$ that crosses $W=0$ at $t=\eta$. At $t_p$ the ordinate is $W(p)=\ln y=-9.21$. The horizontal distance between the two points is the vertical distance divided by the slope:

$$\ln\eta-\ln t_p=\frac{0-W(p)}{\beta}=\frac{9.21}{1.5}=6.14=\ln R .$$

For small $p$ the logarithm has the expansion

$$y=-\ln(1-p)=p+\frac{p^2}{2}+O(p^3)=p\left[1+\frac p2+O(p^2)\right].$$

The estimate replaces $y$ by $p$. Its ratio to the true value is

$$\frac{p^{-1/\beta}}{y^{-1/\beta}}=\left(\frac yp\right)^{1/\beta}
=1+\frac{p}{2\beta}+O(p^2).$$

It is too large, by $10^{-4}/3=3.33\times10^{-5}$ relative to $R$. The estimate is $464.16$ instead of $464.14$, a difference without practical weight. It must not be used to locate the characteristic lifetime itself, where $F$ is not small.

## Part (d)

*Find the median and mean lifetimes, and compare each with $t_p$.*

**Answer.** At the median $t_{1/2}$, $S=1/2$, so $(t_{1/2}/\eta)^\beta=\ln2$ and

$$t_{1/2}=\eta(\ln2)^{1/\beta}=0.783\,\eta .$$

The probability density of failure is $-dS/dt$. Integration by parts gives the mean:

$$\langle t\rangle=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=-\left[tS\right]_0^\infty+\int_0^\infty S\,dt=\int_0^\infty S\,dt .$$

The boundary term vanishes at zero because of the factor $t$, and at infinity because $S$ decays faster than any inverse power. Now set $u=(t/\eta)^\beta$, so that $t=\eta u^{1/\beta}$ and $dt=(\eta/\beta)u^{1/\beta-1}du$:

$$\langle t\rangle=\frac{\eta}{\beta}\int_0^\infty u^{1/\beta-1}e^{-u}\,du
=\frac{\eta}{\beta}\,\Gamma\left(\frac1\beta\right)
=\eta\,\Gamma\left(1+\frac1\beta\right)=0.903\,\eta .$$

The last step uses $x\Gamma(x)=\Gamma(1+x)$. Multiplying by $R$ gives

$$\frac{t_{1/2}}{t_p}=0.78322\times464.143=363.5,\qquad
\frac{\langle t\rangle}{t_p}=0.90275\times464.143=419.0 .$$

The three measures of a typical lifetime give different ratios. The value 464 belongs to the 63.2 percent time.

## Part (e)

*How sensitive is $R$ to the slope? Compare $\beta=1.4$ and $\beta=1.6$. Name two departures from the assumptions that would change the ratio.*

**Answer.** At fixed $p$, $\ln R=-(\ln y)/\beta$. Differentiation gives

$$\frac{d\ln R}{d\beta}=\frac{\ln y}{\beta^2}=-\frac{\ln R}{\beta},
\qquad
\frac{d\ln R}{d\ln\beta}=\beta\frac{d\ln R}{d\beta}=-\ln R=-6.14 .$$

A slope larger by 1 percent thus lowers the ratio by about 6 percent. For larger changes the full formula is needed:

- $\beta=1.4$ gives $R=719.7$, larger than the value at 1.5 by a factor 1.55.
- $\beta=1.6$ gives $R=316.2$, smaller by a factor 1.47.

The two factors differ because $\ln R$ varies as $1/\beta$, which is not linear. If $\eta$ is known and the slope is uncertain by $\pm0.1$, the predicted $t_p=\eta/R$ carries these same factors. Three digits of $R$ are therefore meaningful for an exactly stated $\beta$, but not for a slope known only to $\pm0.1$.

The first departure is a weak subpopulation. Let a fraction $q$ of the devices contain defects from manufacture and fail before the intrinsic time $t_p$. The total failed fraction at that time is

$$q+(1-q)p=p+q(1-p)>p .$$

The 0.01 percent level has therefore been passed earlier, and the ratio based on the intrinsic $\eta$ is larger than $R$. If the weak devices fail well before $t_p$, the effect is substantial once $q$ is comparable with $10^{-4}$, a fraction far too small to be noticed near the 63 percent point.

The second is a delay $t_0>0$ before wear-out can cause failure. If the Weibull law holds for $t-t_0$, the ratio of the 63.2 percent time to the 0.01 percent time becomes

$$\frac{t_0+\eta}{t_0+\eta/R}.$$

Cross-multiplication shows that this is less than $R$, since $t_0+\eta<R t_0+\eta$ for $R>1$. The two departures act in opposite directions.

## Part (f)

*Consider a dielectric film 30 angstrom thick, divided into cubic cells of edge 10 angstrom, under a square gate of side 10000 angstrom. Each cell is independently defective by time $t$ with probability $(t/\tau)^\alpha$, where $0\le t\le\tau$ and $\alpha=0.5$. A vertical column conducts when all its cells are defective, and the device fails with its first conducting column. Derive the failure distribution. Find $\beta$, $\eta$ and $t_p$ in units of $\tau$.*

**Answer.** Let each column contain $n$ cells and let there be $N$ columns. Independence makes the probability that a given column conducts

$$Q(t)=\left[\left(\frac t\tau\right)^\alpha\right]^n=\left(\frac t\tau\right)^{\alpha n}.$$

The device survives if none of its $N$ columns conducts, so

$$F(t)=1-\left[1-Q(t)\right]^N .$$

To find the limit of many columns, write

$$\ln(1-F)=N\ln(1-Q)=-NQ-\frac{NQ^2}{2}-\dots$$

Failures become common when $NQ$ is of order one. There $Q$ is of order $1/N$, and the second term is of order $1/N$ as well. For large $N$ it can be dropped:

$$F(t)\simeq1-\exp\left[-N\left(\frac t\tau\right)^{\alpha n}\right].$$

Comparison with $(t/\eta)^\beta$ gives

$$\beta=\alpha n,\qquad \eta^{-\beta}=N\tau^{-\beta}
\quad\Rightarrow\quad \eta=\tau N^{-1/\beta}.$$

For the film in question,

$$n=\frac{30}{10}=3,\qquad \beta=0.5\times3=1.5,\qquad
N=\left(\frac{10000}{10}\right)^2=10^6,$$

$$\eta=(10^6)^{-2/3}\tau=10^{-4}\,\tau,\qquad
t_p=\frac{\eta}{464.14}=2.15\times10^{-7}\,\tau .$$

At $t=\eta$ a cell is defective with probability $(10^{-4})^{0.5}=0.01$. A column conducts with probability $0.01^3=10^{-6}$, so the expected number of conducting columns under the gate is one. Breakdown is thus typical while 99 percent of the cells are still intact. It is governed by the rare column in which defects line up.

Within this model, at fixed cell edge and $\alpha$, a thinner film has a smaller slope. Two cells per column would give $\beta=1$ and a ratio near $10^4$ in place of 464. The early failures move away from the typical ones because fewer coincidences are needed to form a path.

Now consider a gate stack of two layers. If they have $n_1$ and $n_2$ cells per column and their own parameters, independence gives

$$Q=\left(\frac{t}{\tau_1}\right)^{\alpha_1n_1}\left(\frac{t}{\tau_2}\right)^{\alpha_2n_2}
\propto t^{\,\alpha_1n_1+\alpha_2n_2},$$

for times below both $\tau_1$ and $\tau_2$. The slope is then $\alpha_1n_1+\alpha_2n_2$. If a defect in one layer speeds up damage in the other, the cells are no longer independent. The product form of $Q$ then no longer holds in general, and the slope can differ from this sum. The model also omits paths that pass sideways between columns, and the absolute times depend on this choice. Suppose a defective cell also connects diagonally, to any of the nine nearest cells in the next layer. With $c=(t/\tau)^\alpha$ and three layers, a middle cell conducts with probability $c\,[1-(1-c)^9]^2\approx81c^3$ for small $c$. The slope still tends to 1.5, and for $N=10^6$ the ratio changes only to about 470, but $\eta$ falls to about 0.054 of the column value and about 99.8 percent of the cells are then intact at $\eta$. The values of $\eta/\tau$, $t_p/\tau$ and the intact fraction therefore belong to the straight-column rule.

## Part (g)

*For finite $N$, define the characteristic time by $F=1-1/e$. Find the first correction to $R$ in the column model. What happens to the ratio if the gate area is increased fourfold?*

**Answer.** Let $x=-\ln(1-F)$. The distribution of part (f) gives $(1-Q)^N=e^{-x}$, hence

$$Q=1-e^{-x/N},\qquad t=\tau\left(1-e^{-x/N}\right)^{1/\beta}.$$

The characteristic time has $x=1$, and the early failure time has $x=y$. Their ratio is

$$R_N=\left[\frac{1-e^{-1/N}}{1-e^{-y/N}}\right]^{1/\beta}.$$

For small $z$, $1-e^{-z}=z[1-z/2+O(z^2)]$. Using this in numerator and denominator gives

$$\frac{1-e^{-1/N}}{1-e^{-y/N}}
=\frac1y\,\frac{1-1/(2N)+O(N^{-2})}{1-y/(2N)+O(N^{-2})}
=\frac1y\left[1-\frac{1-y}{2N}+O(N^{-2})\right].$$

Raising this to the power $1/\beta$ multiplies the first-order term by $1/\beta$:

$$R_N=R\left[1-\frac{1-y}{2N\beta}+O(N^{-2})\right].$$

The ratio is slightly reduced because $-\ln(1-Q)>Q$: late failures come a little sooner than the Weibull limit predicts, while early ones are hardly affected.

For $N=10^6$ the relative shift is $-3.3\times10^{-7}$, which is negligible. For $N=100$ the formula gives $-0.00333$, while a direct numerical search gives $-0.00332$ and $R_{100}=462.6$. Even a hundred columns change the ratio by only about 0.3 percent.

The column distribution was also tested by sampling 20000 devices of 100 columns each. At the 1, 10 and 63.2 percent levels the sampled fractions agree with the formula within one standard error. The sample does not probe the 0.01 percent level usefully, since it would contain about two such failures.

A fourfold area replaces $N$ by $4N$. In the Weibull limit, both $\eta=\tau N^{-1/\beta}$ and $t_p=\eta y^{1/\beta}$ are multiplied by

$$4^{-1/\beta}=4^{-2/3}=0.397 .$$

Larger devices typically fail earlier because they have more places to fail, but $R$ remains 464. This requires the single Weibull population without delay assumed at the start. With the departures of part (e) the ratio depends on area: a delay $t_0=10^{-3}\eta$ gives $(t_0+\eta)/(t_0+\eta/R)=317$, and 214.5 once $\eta$ is multiplied by 0.397 at fixed $t_0$. It also requires that both times refer to the same area. If $\eta$ is measured on a small capacitor and $t_p$ is required for a device of four times its area, the ratio is

$$\frac{\eta_{\text{small}}}{t_{p,\text{large}}}=\frac{R}{0.397}\approx1170 .$$

The area factor must then be included separately.

## Table of computed values

```
Weibull slope beta = 1.5 (dimensionless)
failed fraction p = 0.01 percent = 1.0e-04
failed fraction at eta = 63.21 percent
-ln(1-p) = 1.00005000e-04 (dimensionless)
W(p) = ln(-ln(1-p)) = -9.21029 (dimensionless)
ln R = 6.14019 (dimensionless)
R = eta/t_p, formula = 464.143 (dimensionless)
R from integrated hazard = 464.143 (dimensionless)
t_p/eta = 2.154507e-03 (dimensionless)
small-p estimate of R = 464.159 (dimensionless)
relative error of estimate = 3.334e-05
median/eta = 0.78322, median/t_p = 363.53
mean/eta = 0.90275, mean/t_p = 419.00
R at slope 1.4 = 719.66 (dimensionless)
R at slope 1.6 = 316.22 (dimensionless)
d ln R/d ln beta, numerical = -6.1402
film thickness = 30 angstrom
cell edge = 10 angstrom
gate side = 10000 angstrom
cells per column n = 3, exponent alpha = 0.5
number of columns N = 1000000
column model: eta = 1.00000e-04 tau
column model: t_p = 2.15451e-07 tau
column model: eta/t_p = 464.143 (dimensionless)
column model: slope at t_p = 1.500000
relative shift of R at large N = -3.33e-07
N = 100: R = 462.600, relative shift = -0.00332
N = 100: first-order relative shift = -0.00333
fourfold area: eta factor = 0.39685
fourfold area: t_p factor = 0.39685
fourfold area: eta/t_p = 464.143
sampled devices = 20000, columns each = 100
failed fraction: formula 0.0100, sampled 0.0103, standard error 0.0007
failed fraction: formula 0.1000, sampled 0.1016, standard error 0.0021
failed fraction: formula 0.6321, sampled 0.6304, standard error 0.0034
```
